# Pole Expansion with Selected Inversion Does Not Rely on Nearsightedness: test program

```python
"""
Result under test: pole expansion with selected inversion gives the entries of
the density matrix D = f(H - mu) on a sparse pattern, with an error bound that
needs neither a gap nor decay of D; the pole number grows as log(1/kT).

  f(x) ~ 1/2 + Re sum_l a_l / (x - zeta_l),   x = energy - mu,  |x| <= top
  edge  : pi*kT for a metal at temperature T, half the gap for an insulator, T=0
  rho   : exp(-pi*P*K'/K), P = number of poles, K and K' elliptic integrals
  bound : |error of f| <= 2 rho / ((1-rho)(1-rho^2))
Energies are in eV. The lattice has open edges and nearest-neighbour hopping.
"""
import numpy as np
from scipy.special import ellipk, ellipkm1, expit
from scipy.constants import k as boltzmann, e as charge


def elliptic_data(edge, top, gapped):
    shift = edge**2 if gapped else 0.0
    ratio = np.exp(2 * np.arcsinh(np.sqrt(top**2 - shift) / edge))
    return shift, ratio, ellipkm1(ratio**-2), ellipk(ratio**-2)


def error_bound(edge, top, gapped, count):
    _, _, K, Kp = elliptic_data(edge, top, gapped)
    rho = np.exp(-np.pi * count * Kp / K)
    return 2 * rho / ((1 - rho) * (1 - rho**2))


def certified_count(edge, top, gapped, target):
    count = 2
    while error_bound(edge, top, gapped, count) > target:
        count += 2
    return count


def pole_expansion(edge, top, gapped, count):
    """Poles zeta and weights a from the midpoint rule on the mapped circle."""
    shift, R, K, Kp = elliptic_data(edge, top, gapped)
    step = 2 * K / count
    u = (np.arange(count // 2) + 0.5) * step
    # Jacobi functions as sums over periodic images: accurate for modulus near 1
    n = np.arange(-6, 7)[:, None]
    sech = 1 / np.cosh(np.pi * (u - 2 * n * K) / (2 * Kp))
    dn = np.pi / (2 * Kp) * sech.sum(axis=0)
    sign = np.where(n % 2 == 0, 1.0, -1.0)
    cn = np.pi / (2 * Kp * np.sqrt(1 - R**-2)) * (sign * sech).sum(axis=0)
    sn = np.sqrt(1 - cn**2)
    d = (R - 1) * edge**2 / 2
    denominator = R * cn + 1j * sn
    w = d * (1j * sn - cn) / denominator
    dw = 1j * d * (R + 1) * dn / denominator**2
    z = np.sqrt(w + shift)
    g = 1 / z if gapped else np.tanh(np.pi * z / (2 * edge)) / z
    c = 1j * step * dw * g / (2 * np.pi)
    return np.concatenate([z, -z]), np.concatenate([c, c]) / 2


def occupation(x, edge, gapped):
    return np.where(x < 0, 1.0, 0.0) if gapped else expit(-np.pi * x / edge)


def scalar_error(edge, top, gapped, count):
    low = edge if gapped else edge * 1e-2
    x = np.concatenate([np.geomspace(low, top, 500), np.linspace(low, top, 500)])
    x = np.concatenate([-x, x])
    zeta, a = pole_expansion(edge, top, gapped, count)
    approx = 0.5 + (a / (x[:, None] - zeta)).sum(axis=1).real
    return np.abs(approx - occupation(x, edge, gapped)).max()


def least_count(edge, top, gapped, target):
    count = 2
    while scalar_error(edge, top, gapped, count) > target:
        count += 2
    return count


def dissect(box):
    """Nested dissection order of the sites in a box of (start, stop) ranges."""
    sizes = [b - a for a, b in box]
    if min(sizes) <= 0:
        return []
    if max(sizes) == 1:
        return [tuple(a for a, b in box)]
    axis = sizes.index(max(sizes))
    a, b = box[axis]
    mid = (a + b) // 2
    parts = []
    for piece in ((a, mid), (mid + 1, b), (mid, mid + 1)):
        parts += dissect(box[:axis] + [piece] + box[axis + 1:])
    return parts


def fill_structure(shape):
    """Site order, lattice bonds, and rows below the diagonal in each column."""
    sites = dissect([(0, s) for s in shape])
    place = {site: i for i, site in enumerate(sites)}
    below = [set() for _ in sites]
    bonds = []
    for site, i in place.items():
        for axis in range(len(shape)):
            other = site[:axis] + (site[axis] + 1,) + site[axis + 1:]
            if other in place:
                j = place[other]
                bonds.append((i, j))
                below[min(i, j)].add(max(i, j))
    for rows in below:
        if rows:
            parent = min(rows)
            below[parent] |= rows - {parent}
    return sites, bonds, below


def selected_inverse(A, columns):
    """Entries of A^-1 on the fill pattern; every other entry stays NaN."""
    n = len(A)
    work = A.copy()
    lower, pivots = [], np.zeros(n, complex)
    for j, (rows, block) in enumerate(columns):
        pivots[j] = work[j, j]
        column = work[rows, j]
        factor = column / pivots[j]
        lower.append(factor)
        if len(rows):
            work[block] -= np.outer(factor, column)
    inverse = np.full((n, n), np.nan, dtype=complex)
    for j in range(n - 1, -1, -1):
        rows, block = columns[j]
        inverse[j, j] = 1 / pivots[j]
        if len(rows):
            column = -inverse[block] @ lower[j]
            inverse[rows, j] = column
            inverse[j, rows] = column
            inverse[j, j] -= lower[j] @ column
    return inverse, pivots


side, hopping, stagger = 20, 1.0, 2.0
kT, mu_metal, target, radius = 0.025, -2.0, 1e-8, 6
sites, bonds, below = fill_structure((side, side))
xy = np.array(sites)
N = len(sites)
columns = []
for rows in below:
    r = np.array(sorted(rows), dtype=int)
    columns.append((r, np.ix_(r, r)))
pattern = np.eye(N, dtype=bool)
for j, (rows, _) in enumerate(columns):
    pattern[rows, j] = pattern[j, rows] = True
H_metal = np.zeros((N, N))
for i, j in bonds:
    H_metal[i, j] = H_metal[j, i] = -hopping
needed = (H_metal != 0) | np.eye(N, dtype=bool)
H_ins = H_metal + np.diag(stagger * (-1.0) ** xy.sum(axis=1))
distance = np.linalg.norm(xy[:, None, :] - xy[None, :, :], axis=2)

print(f"lattice sites: {N}; hopping: {hopping:.1f} eV; target error: {target:.0e}")
print(f"metal: mu = {mu_metal:.1f} eV, kT = {kT} eV, "
      f"T = {kT * charge / boltzmann:.1f} K")
print(f"insulator: staggered site energy = +-{stagger:.1f} eV, mu = 0 eV, T = 0 K")
print(f"share of matrix entries computed: {100 * pattern.mean():.1f} %")
print(f"share of matrix entries needed for energy: {100 * needed.mean():.2f} %")

cases = [("metal", H_metal, mu_metal, np.pi * kT, 4 * hopping - mu_metal, False),
         ("insulator", H_ins, 0.0, stagger, np.hypot(4 * hopping, stagger), True)]
far, box_error, poles_used = {}, {}, {}
for name, H, mu, edge, top, gapped in cases:
    levels, vectors = np.linalg.eigh(H - mu * np.eye(N))
    assert np.abs(levels).max() <= top
    nearest = np.abs(levels).min()
    if gapped:
        assert abs(nearest - edge) < 1e-10
    else:
        assert nearest < 1e-10      # a level lies at the chemical potential
    occ = occupation(levels, edge, gapped)
    exact = (vectors * occ) @ vectors.T

    count = certified_count(edge, top, gapped, target)
    poles_used[name] = count
    zeta, a = pole_expansion(edge, top, gapped, count)
    density = np.full((N, N), np.nan)
    density[pattern] = 0.5 * np.eye(N)[pattern]
    for pole, weight in zip(zeta, a):
        inverse, pivots = selected_inverse(H - (mu + pole) * np.eye(N), columns)
        assert np.abs(pivots.imag).min() >= abs(pole.imag) * (1 - 1e-9)
        density[pattern] += (weight * inverse[pattern]).real
    assert np.all(np.isfinite(density[pattern]))
    entry_error = np.abs(density - exact)[pattern].max()
    bound = error_bound(edge, top, gapped, count)
    assert entry_error <= bound + 1e-12     # allowance for rounding

    energy = 2 * np.sum(density[needed] * H[needed])
    energy_exact = 2 * np.sum(occ * (levels + mu))
    electrons = 2 * np.trace(density)
    assert abs(energy - energy_exact) <= 2 * bound * np.abs(levels + mu).sum() + 1e-9
    assert abs(electrons - 2 * occ.sum()) <= 2 * N * bound + 1e-9

    # nearsighted scheme: each row of D from a finite box around its site
    worst = 0.0
    for i in range(N):
        inside = np.flatnonzero(np.abs(xy - xy[i]).max(axis=1) <= radius)
        local_levels, v = np.linalg.eigh(
            H[np.ix_(inside, inside)] - mu * np.eye(len(inside)))
        centre = int(np.flatnonzero(inside == i)[0])
        row = v @ (occupation(local_levels, edge, gapped) * v[centre])
        use = needed[i, inside]
        worst = max(worst, np.abs(row - exact[i, inside])[use].max())
    box_error[name] = worst
    far[name] = np.abs(exact[distance >= 10]).max()

    print(f"{name}: distance from mu to nearest level: {nearest:.4f} eV")
    print(f"{name}: half-width E used: {top:.4f} eV; poles: {count}")
    print(f"{name}: guaranteed entry error: {bound:.2e}; found: {entry_error:.2e}")
    print(f"{name}: electrons from selected entries: {electrons:.6f}")
    print(f"{name}: band energy from selected entries: {energy:.6f} eV")
    print(f"{name}: band energy error: {abs(energy - energy_exact):.2e} eV")
    print(f"{name}: largest uncomputed |D_ij|: {np.abs(exact[~pattern]).max():.2e}")
    print(f"{name}: largest |D_ij| at 10 or more spacings: {far[name]:.2e}")
    print(f"{name}: entry error of {2*radius+1}x{2*radius+1} box scheme: {worst:.2e}")

assert far["metal"] > 10 * far["insulator"]
assert box_error["metal"] > 10 * box_error["insulator"]
print(f"pole ratio metal/insulator: "
      f"{poles_used['metal'] / poles_used['insulator']:.2f}")

# pole number against temperature, found by trial on the scalar function
top = 4 * hopping - mu_metal
temperatures = [1e-1, 1e-2, 1e-3, 1e-4, 1e-5]
found = []
for energy_T in temperatures:
    edge = np.pi * energy_T
    sure = certified_count(edge, top, False, target)
    error = scalar_error(edge, top, False, sure)
    bound = error_bound(edge, top, False, sure)
    assert 0.25 * bound < error <= bound + 1e-12
    least = least_count(edge, top, False, target)
    assert least <= sure
    found.append(least)
    estimate = 4 / np.pi**2 * np.log(4 * top / edge) * np.log(2 / target)
    assert abs(estimate - sure) < 3
    print(f"kT = {energy_T:.0e} eV: least poles {least}, guaranteed {sure}, "
          f"estimate {estimate:.1f}")
slope = np.polyfit(-np.log10(temperatures), found, 1)[0]
slope_law = 4 / np.pi**2 * np.log(10) * np.log(2 / target)
assert abs(slope / slope_law - 1) < 0.15
print(f"poles per decade of temperature: found {slope:.2f}, law {slope_law:.2f}")
ins_edge, ins_top = cases[1][3], cases[1][4]
ins_error = scalar_error(ins_edge, ins_top, True, poles_used["insulator"])
assert ins_error <= error_bound(ins_edge, ins_top, True, poles_used["insulator"]) + 1e-12
print(f"insulator: least poles by trial: "
      f"{least_count(ins_edge, ins_top, True, target)}")

# elimination work (sum of squared column lengths) from the actual fill
for dim, small, tolerance in ((1, 1000, 0.05), (2, 40, 0.25), (3, 8, 0.5)):
    work = []
    for length in (small, 2 * small):
        filled = fill_structure((length,) * dim)[2]
        work.append(sum(len(rows) ** 2 for rows in filled))
    exponent = np.log(work[1] / work[0]) / np.log(2.0**dim)
    theory = {1: 1.0, 2: 1.5, 3: 2.0}[dim]
    # finite lattices approach the limiting exponent slowly in 2 and 3 dimensions
    assert abs(exponent - theory) < tolerance
    print(f"{dim}D, side {small} to {2*small}: work {work[0]} to {work[1]}, "
          f"exponent in N {exponent:.2f}")

print("all tests passed")
```

Output:

```
lattice sites: 400; hopping: 1.0 eV; target error: 1e-08
metal: mu = -2.0 eV, kT = 0.025 eV, T = 290.1 K
insulator: staggered site energy = +-2.0 eV, mu = 0 eV, T = 0 K
share of matrix entries computed: 5.8 %
share of matrix entries needed for energy: 1.20 %
metal: distance from mu to nearest level: 0.0000 eV
metal: half-width E used: 6.0000 eV; poles: 46
metal: guaranteed entry error: 4.86e-09; found: 3.80e-10
metal: electrons from selected entries: 142.348329
metal: band energy from selected entries: -413.276389 eV
metal: band energy error: 4.27e-08 eV
metal: largest uncomputed |D_ij|: 1.26e-01
metal: largest |D_ij| at 10 or more spacings: 1.68e-02
metal: entry error of 13x13 box scheme: 2.33e-02
insulator: distance from mu to nearest level: 2.0000 eV
insulator: half-width E used: 4.4721 eV; poles: 18
insulator: guaranteed entry error: 1.87e-09; found: 1.37e-10
insulator: electrons from selected entries: 400.000000
insulator: band energy from selected entries: -1080.633711 eV
insulator: band energy error: 1.27e-08 eV
insulator: largest uncomputed |D_ij|: 5.39e-02
insulator: largest |D_ij| at 10 or more spacings: 3.34e-05
insulator: entry error of 13x13 box scheme: 2.38e-07
pole ratio metal/insulator: 2.56
kT = 1e-01 eV: least poles 34, guaranteed 34, estimate 33.6
kT = 1e-02 eV: least poles 52, guaranteed 52, estimate 51.4
kT = 1e-03 eV: least poles 70, guaranteed 70, estimate 69.3
kT = 1e-04 eV: least poles 88, guaranteed 88, estimate 87.1
kT = 1e-05 eV: least poles 104, guaranteed 106, estimate 104.9
poles per decade of temperature: found 17.60, law 17.84
insulator: least poles by trial: 16
1D, side 1000 to 2000: work 3945 to 7939, exponent in N 1.01
2D, side 40 to 80: work 756264 to 7378720, exponent in N 1.64
3D, side 8 to 16: work 789639 to 71523516, exponent in N 2.17
all tests passed
```
